Current conservation in the self-consistent Born approximation for electron–phonon scattering

**Q.** You compute a steady current through a device with phonons and quote one number. Why should the current at the left contact match that at the right? Your self-energy is approximate.

**A.** That has to be proved, so I begin with what is measured at a contact. The device has a Hermitian one-electron matrix H and operators d_i. Each contact α = L, R is a non-interacting reservoir with states k, coupled by Σ V_ki c_k†d_i + h.c. Let I_α be e > 0 times the net rate at which electrons enter from α. Commuting the coupling with the contact's electron number N_α gives

−dN_α/dt = (i/ħ)(Z − Z*), Z = Σ V_ki ⟨c_k†d_i⟩.

I define G^<_ij(E) = (i/ħ)∫dt e^{iEt/ħ}⟨d_j†(0)d_i(t)⟩, and likewise for mixed device–contact functions, so that Z = −i∫(dE/2π) Σ V_ki G^<_ik. On the time contour, G_ik is a product of the device function G, the coupling and the free contact function.

The lesser part of a product AB follows by running the middle time along both branches: A^T B^< − A^< B^T̃, where T and T̃ mark the time-ordered and anti-time-ordered functions. Since A^T = A^r + A^< and B^T̃ = B^< − B^a, this equals A^rB^< + A^<B^a. Hence, with Σ_α the contact self-energy,

Σ V_ki G^<_ik = T_α = Tr[G^rΣ_α^< + G^<Σ_α^a],
I_α = (e/h)∫dE (T_α + T_α*).

Lesser functions are anti-Hermitian, so T_α* = −Tr[Σ_α^<G^a + Σ_α^rG^<]. Using G^r − G^a = G^> − G^<, and the same relation for Σ_α,

T_α + T_α* = Tr[Σ_α^<(G^> − G^<) − (Σ_α^> − Σ_α^<)G^<],

I_α = (e/h)∫dE Tr[Σ_α^<G^> − Σ_α^>G^<].  (1)

The first term is filling of empty device states, the second emptying of full ones. The trace includes spin.

**Q.** Have you tested the sign and the prefactor?

**A.** Yes, without phonons. Two sites with energies 0.3 and −0.2 and mutual hopping 0.5 were joined by hopping 0.7 to two 200-site chains of unit hopping. The chains were filled at chemical potentials ±0.5 with kT = 0.2, and the device started empty. The loss rate of the left chain, averaged between times 80 and 130 in units of ħ/hopping, was 0.12007. Equation (1) with infinite chains gives 0.12007.

**Q.** Equation (1) treats each contact separately. What ties the two together?

**A.** The equations of motion. Let Σ be the sum of both contact self-energies and the phonon self-energy Σ_ph. Then

(G^r)⁻¹ = E − H − Σ^r, G^≶ = G^rΣ^≶G^a.

The second equation is the lesser (or greater) part of Dyson's equation in a steady state, when no undamped bound state keeps a memory of the initial filling. I also require Σ^r − Σ^a = Σ^> − Σ^<. The first equation and its adjoint give Σ^r − Σ^a = (G^a)⁻¹ − (G^r)⁻¹, so

Tr[(Σ^> − Σ^<)G^<] = Tr[{(G^a)⁻¹ − (G^r)⁻¹}G^rΣ^<G^a]
= Tr[G^rΣ^<] − Tr[Σ^<G^a]
= Tr[Σ^<(G^> − G^<)].

The terms with Σ^<G^< cancel, leaving at every energy

Tr[Σ^<G^> − Σ^>G^<] = 0.  (2)

Splitting Σ into contacts and phonons and integrating,

I_L + I_R = −(e/h)∫dE Tr[Σ_ph^<G^> − Σ_ph^>G^<].  (3)

Current is conserved when phonon scattering, summed over energy, neither creates nor removes electrons.

**Q.** Equation (2) holds for any Σ_ph you insert in both equations. So self-consistency has not entered yet?

**A.** Correct. It enters through the right side of (3), which needs the form of Σ_ph. Let the coupling be Σ_λ d†M_λd (b_λ + b_λ†), with Hermitian M_λ, frequency ω_λ and a fixed occupation N_λ, thermal or not. The Born self-energy exchanges one phonon: Σ_ph^<(t) is M G^<(t) M times ⟨Q(0)Q(t)⟩, with Q = b + b†. That correlation function is (N+1)e^{iωt} + N e^{−iωt}; the greater part has ⟨Q(t)Q(0)⟩, with both exponents reversed. Therefore

Σ_ph^<(E) = Σ_λ M[(N+1)G^<(E+ħω) + N G^<(E−ħω)]M,
Σ_ph^>(E) = Σ_λ M[(N+1)G^>(E−ħω) + N G^>(E+ħω)]M.

An electron arrives at E by emission from above or by absorption from below. The static term of the same order is Hermitian and is absorbed in H.

Now let the function X that builds Σ_ph differ from the function Y it multiplies:

B(X,Y) = ∫dE Tr[Σ_ph[X]^<Y^> − Σ_ph[X]^>Y^<].

In the first term, substitute E → E−ħω in the emission part and E → E+ħω in the absorption part, then cycle the trace:

∫dE Tr[Σ_ph[X]^<Y^>]
= Σ_λ∫dE Tr[X^<(E) M{(N+1)Y^>(E−ħω) + N Y^>(E+ħω)}M]
= ∫dE Tr[X^<Σ_ph[Y]^>].

The same steps turn the second term into ∫dE Tr[X^>Σ_ph[Y]^<]. So

B(X,Y) = −B(Y,X).  (4)

The shifts are legitimate when the separate integrals converge, as they do when full and empty states overlap in a finite energy range.

In the self-consistent Born approximation X = Y = G. Then B(G,G) = −B(G,G) = 0, and (3) gives

I_L + I_R = 0.

**Q.** Phonons take energy away. Does the same argument not forbid that?

**A.** No, because a shift changes a factor E. Let P(E) be the emission term Tr[M(N+1)G^<(E+ħω)M G^>(E)] for one mode. In (3) it enters as P(E) − P(E−ħω). Weighting by E gives

−∫dE E[P(E) − P(E−ħω)] = −∫dE P(E)[E − (E+ħω)] = ħω∫dE P(E).

Absorption contributes with the opposite sign. The contacts therefore supply ħω times the net emission rate.

**Q.** Now suppose I stop early: build Σ_ph from the phonon-free G0, insert it in the Dyson and Keldysh equations, and take the current. What breaks?

**A.** Equation (2) survives, but (3) becomes −(e/h)B(G0,G). Scattering into states is counted with bare occupied states and dressed empty ones, scattering out with bare empty states and dressed occupied ones. These are two different counts of the same events.

More generally, let pass k use G_{k−1} to produce G_k. Since B(G_{k−1},G_{k−1}) = 0,

I_L + I_R = −(e/h)B(G_{k−1}, G_k − G_{k−1}).  (5)

The first change, G_1 − G_0, is of order M². Each further pass feeds the previous change through another factor M², so G_k − G_{k−1} is of order M^{2k}. B supplies one more M², so the leak is at most of order M^{2k+2}. For the once-evaluated self-energy this is M⁴.

Thus a current expanded strictly to order M² does conserve. The trouble comes from keeping some of the higher terms through Dyson's equation and not their partners.

**Q.** "At most of order M⁴" could still mean zero. Show me a case where it is not.

**A.** Take one level at energy zero with broadening Γ = Γ_L + Γ_R = 2γ, independent of energy, and p = Γ_L/Γ. Let the bias be so large that the left contact is full and the right one empty at all relevant energies, and set N = 0. With a(E) = Γ|G0^r(E)|²,

G0^< = ip a, G0^> = −i(1−p)a,
Σ_ph^< = iM²p a₊, Σ_ph^> = −iM²(1−p)a₋, a_± = a(E±ħω).

The dressed functions are

G^< = i|G^r|²p(Γ + M²a₊), G^> = −i|G^r|²(1−p)(Γ + M²a₋).

In (3) the products M⁴a₊a₋ cancel, leaving

I_L + I_R = −(e/h)M²p(1−p)Γ K, K = ∫dE |G^r|²(a₊ − a₋).  (6)

We need G^r. Because Σ_ph^r − Σ_ph^a = −iM²[(1−p)a₋ + p a₊] and G0^r − G0^a = −ia, the retarded function that is analytic in the upper half-plane and decays there is

Σ_ph^r(E) = M²[(1−p)G0^r(E−ħω) + pG0^r(E+ħω)].

To first order in M², |G^r|² = |G0^r|²[1 + 2Re(G0^rΣ_ph^r)]. The 1 drops out of K, since |G0^r|² is even and a₊ − a₋ is odd.

Set x = E/γ, w = ħω/γ and g(x) = 1/(x+i). Define R_±(x) = 2|g(x)|²Re[g(x)g(x±w)] and

Y = ∫dx R₊(x) 2|g(x+w)|², X = ∫dx R₊(x) 2|g(x−w)|².

Reflection x → −x exchanges R₊ with R₋ and a₊ with a₋. The p part of K therefore gives Y − X and the (1−p) part gives X − Y:

K = (M²/γ⁴)(2p−1)(Y − X).

**Q.** And Y − X?

**A.** Both integrals close in the upper half-plane. First,

Y = 4Re∫dx 1/[(x+i)²(x−i)(x+w+i)²(x+w−i)].

The poles at i and −w+i contribute

(2πi/4w)[1/(w−2i)² − 1/(w+2i)²] = (2πi/4w)·8iw/(w²+4)² = −4π/(w²+4)²,

so Y = −16π/(w²+4)². Next,

X = 4Re∫dx 1/[(x+i)²(x−i)(x+w+i)(x−w+i)(x−w−i)].

The pole at i gives −2πi/[4w(w²+4)], which has no real part. The pole at w+i gives π/[2w(w+2i)²(w+i)]. Its real part follows from

Re[(w−2i)²(w−i)] = w(w²−4) − 4w = w(w²−8),

so X = 2π(w²−8)/[(w²+4)²(w²+1)]. Therefore

Y − X = −2π[8(w²+1) + w² − 8]/[(w²+4)²(w²+1)] = −18πw²/[(w²+1)(w²+4)²].

The phonon-free current is I_0 = (e/h)Γ_LΓ_R∫dE|G0^r|² = (e/h)4γ²p(1−p)(π/γ) = 2eγp(1−p)/ħ. Dividing (6) by it,

(I_L+I_R)/I_0 = 9(2p−1)(M/γ)⁴ w²/[(1+w²)(4+w²)²] + O(M⁶).  (7)

For 0 < p < 1, p ≠ 1/2 and w > 0 the leading term is non-zero. The once-evaluated scheme therefore does not conserve current in general.

**Q.** How far can I trust (7), and where does the leak disappear?

**A.** For p = 0.75 and w = 2, direct quadrature of the two contact currents gives these leaks relative to I_0:

M/γ = 0.1: 5.60×10⁻⁶, against 5.63×10⁻⁶ from (7)
M/γ = 0.5: 0.315%, against 0.352%
M/γ = 1.0: 3.8%, against 5.6%

So (7) is a weak-coupling law; at M/γ = 1 it overstates the leak by half.

At fixed M/γ and p, (7) falls as w² for soft phonons and as w⁻⁴ for hard ones. Setting the derivative with respect to w² to zero gives 2w⁴ + w² − 4 = 0, so the maximum is at w ≈ 1.09.

At p = 1/2 the leak in this model vanishes for any M: both G0^r and Σ_ph^r turn into minus their complex conjugates under E → −E, so |G^r|² is even and K = 0. Equal left and right currents are therefore no proof of convergence.

Equilibrium is another exception. If contacts and phonons share one temperature and the contacts one chemical potential μ, then G0^> = −e^{(E−μ)/kT}G0^<. Since N+1 = N e^{ħω/kT}, Σ_ph[G0] obeys the same relation. So does G, and each contact current vanishes separately.

**Q.** One level is special. Does a matrix coupling behave the same way?

**A.** I tested two sites with H = [[0.10, 0.12], [0.12, −0.05]] eV and M = 0.08 [[1, 0.3+0.2i], [0.3−0.2i, −0.6]] eV. The left contact broadens site 1 by 0.2 eV and the right contact site 2 by 0.1 eV. The chemical potentials are ±0.3 eV, ħω = 0.16 eV, and all is at 300 K. Relative to the left current, the converged leak is 10⁻¹⁵ and the once-evaluated leak is −0.032%, so either sign can occur. With M reduced to 0.05 and then 0.025 of this size, the leaks of the first and second pass scale with powers 3.995 and 5.996, as (5) predicts. At full coupling the energy supplied equals the phonon energy released to the printed eight decimals.

**Q.** A leak of 0.03% would not trouble me. Does it matter in a spin device?

**A.** Consider a single-molecule spin valve: one orbital between ferromagnetic contacts. The parameters are rough: total broadenings per spin averaged over spin of 0.12 eV (left) and 0.04 eV (right), contact polarization 0.4, level at 0.10 eV, ħω = 0.16 eV, M = 0.06 eV, 0.8 V and 300 K. The magnetoresistance is I_P/I_AP − 1, for parallel and antiparallel magnetizations at fixed bias.

No phonons: I_P = 12.333 µA, I_AP = 11.113 µA
Self-consistent: I_P = 12.266 µA, I_AP = 11.053 µA
Once, in at left: I_P = 12.427 µA, I_AP = 11.147 µA
Once, out at right: I_P = 12.217 µA, I_AP = 11.030 µA

The antiparallel leak is 11.147 − 11.030 = 0.117 µA, about 1% of the current. But the phonon correction being sought, with H held fixed, is 11.053 − 11.113 = −0.060 µA. The leak is twice as large, and the left contact even reports an increase. The magnetoresistance is 10.97% self-consistently, and 11.48% or 10.77% in the once-evaluated scheme, depending on the contact read. Without phonons it is 12.3326/11.1132 − 1 = 10.97%, so at fixed H and this level position the apparent phonon effect on the magnetoresistance comes from the incomplete scheme. That the self-consistent effect nearly vanishes is special to a level near 0.10 eV: at 0.20 eV phonons move the ratio from 10.42% to 10.64%. At 0.10 eV the static phonon shift discussed below raises it to about 11.1%.

**Q.** Does (7) account for that 0.117 µA?

**A.** Roughly. In the antiparallel state spin up has Γ_L = 0.12×1.4 = 0.168 eV and Γ_R = 0.04×0.6 = 0.024 eV. Hence γ = 0.096 eV, p = 0.875, M/γ = 0.625 and w = 1.67, and (7) gives 1.65%. With I_0 = 5.1 µA that is 0.084 µA; the computed value is 0.074 µA. For spin down, γ = 0.064 eV and p = 0.5625 give 0.055 µA, against 0.043 µA. The estimate assumes weak coupling, unlimited bias and no thermal phonons.

Further passes leave antiparallel leaks of −0.0019, 0.0012 and −0.0001 µA. The decrease is uneven: at this coupling the small-M powers do not fix the ratio between passes.

**Q.** So the converged 11.053 µA is what a real junction would carry?

**A.** No. Conservation is a consistency property, not a measure of accuracy. The level here lies inside the bias window of ±0.4 eV; a level far outside it would carry much less current. Of the assumptions checked here, the neglect of Coulomb charging matters most. Relative to zero bias, the antiparallel junction gains 0.52 spin-up and 0.32 spin-down electrons. With a rough repulsion of 0.5 eV, each spin's level rises by 0.5 eV times the gain of the other spin, and the current changes by −23%. This is a single mean-field step; iterating the level shifts to convergence gives −17%, still the largest change of those considered here. Neither number is a bound. The repulsion exceeds the level widths, so mean field is outside its range, and a crude phonon-free estimate with separate peaks for the first and second electron gives about −40% and roughly doubles the magnetoresistance.

The other changes in the antiparallel current, each made alone, are smaller: +0.7% for the static phonon shift, +1.7% for a Lorentzian electrode band of half-width 3 eV, +0.25% for 10 meV spin mixing, and −0.2% at 358 K. The static shift, left out of the spin-valve comparison above, outweighs the −0.5% found there, so with both terms phonons slightly raise this current. Crossed phonon diagrams, absent from the Born self-energy, alter the spectrum of an empty level with the spin-averaged γ = 0.08 eV by up to 2.5% of its peak. The error grows as γ falls, to 3.3% for the antiparallel spin-down channel (γ = 0.064 eV) and 4.4% for the parallel one (γ = 0.048 eV).

Heating is less settled. The junction emits 10 phonons per ps while 11.05 µA carries 69 electrons per ps, or 0.14 phonon per electron. One extra phonon in the mode changes the current by −1.5%, so a fixed N needs a mode that relaxes well within 0.1 ps. That is only a few vibrational periods of 26 fs, and vibrations of molecules on metals typically last longer, so a real junction would usually need a rate equation for N. The conservation proof still holds for the resulting steady N, because it never required a thermal value. The full figures are in the numerical output below.

Values computed for the example and the checks

```
TESTS
finite leads, evolved current (hopping/hbar): 0.12007
same current from the contact formula: 0.12007
two-site leak/current, self-consistent: 1.0e-15
two-site leak/current, evaluated once: -0.032 %
leak order in M, pass 1 and pass 2: 3.995, 5.996
two-site energy supplied / phonon energy released: 1.00000000
LARGE-BIAS LEVEL, p = 0.75, w = 2: leak/I_0 by quadrature, closed form
  M/g = 0.1: 5.5998e-06, 5.6250e-06
  M/g = 0.5: 3.1521e-03, 3.5156e-03
  M/g = 1.0: 3.7559e-02, 5.6250e-02
SPIN VALVE INPUT
broadening left, right: 0.12, 0.04 eV
contact polarization: 0.40; level: 0.10 eV
phonon energy: 0.16 eV; coupling M: 0.06 eV
bias: 0.8 V; temperature: 300 K; kT: 0.02585 eV
thermal phonon number: 0.00206
SPIN VALVE RESULTS
no phonons, parallel, antiparallel: 12.3326, 11.1132 uA
self-consistent, parallel, antiparallel: 12.2655, 11.0530 uA
self-consistent antiparallel, right contact: -11.0530 uA
once, parallel, in at left, out at right: 12.4266, 12.2173 uA
once, antiparallel, in at left, out at right: 11.1466, 11.0296 uA
once, antiparallel leak, spin up, down: 0.0736, 0.0434 uA
antiparallel leak after pass 1-4 (uA): 1.17e-01, -1.85e-03, 1.23e-03, -9.62e-05
magnetoresistance, self-consistent: 10.970 %
magnetoresistance, once, left, right: 11.484, 10.769 %
NEGLECTED EFFECTS (change of antiparallel current)
crossed diagrams, empty level, spectral error/peak: 2.47 %
added electrons at bias, up, down: 0.521, 0.319
static phonon shift: -0.0378 eV -> 0.69 %
Coulomb shift, U = 0.5 eV, up, down: 0.160, 0.260 eV -> -23.30 %
net phonons emitted per ps: 9.966
one extra phonon present: -1.47 %
electrode half-width 3 eV: 1.72 %
spin mixing 10 meV: 0.250 %
temperature 358 K: -0.166 %
```
